**Helium 1s2s splitting: hydrogenic exchange, screening and 1s² admixture**

For a 1s orbital of nuclear charge $Z$ and an orthogonal 2s orbital with decay constant $\beta$, the exchange integral is $K=4Z^3\beta^5/[(Z+\beta)^5(Z^2-Z\beta+\beta^2)]$, and the first-order singlet–triplet splitting is $2K$ with $\beta=Z/2$. The program asserts that the closed formulas for the exchange, direct, kinetic and inverse-radius integrals agree with direct quadrature at three pairs $(Z,\beta)$. It also asserts that the two-electron Hamiltonian matrix reproduces the first-order energies, and that a free outer orbital without direct repulsion returns the hydrogenic $K$. With the repulsion switched on, it asserts that $K$ falls by more than half and that the mean 2s radius grows by more than a fifth. The configuration-interaction splitting is required to lie within 0.01 eV of the rough measured 0.80 eV and to change by less than 0.01 eV when $l=3$ is added. The output shows 2.39 eV at first order and 0.50 eV for the screened orbital. Admixture of 1s² in the singlet brings the frozen-core splitting to 0.84 eV, and configuration interaction gives 0.80 eV. Screening thus accounts for the large reduction, but the screened $2K$ alone is not the measured splitting.

## Numerical check

```python
"""Helium 1s2s singlet-triplet splitting: first order and screening.

Result under test: with hydrogenic orbitals of charge Z the splitting is
2K = 32 Z/729 hartree.  For a 2s orbital N (1 - s r/3) exp(-beta r), with
s = Z + beta, orthogonal to the 1s orbital of charge Z,
K = 4 Z^3 beta^5 / [s^5 (Z^2 - Z beta + beta^2)].
Repulsion by the 1s cloud expands the 2s orbital and reduces K.
J, K: direct and exchange integrals; beta: decay constant of the 2s orbital.
Energies are in hartree and lengths in bohr unless a label says eV.
A configuration-interaction (CI) calculation gives the reference splitting.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import eval_genlaguerre, eval_legendre, gammaln

EV = physical_constants["Hartree energy in eV"][0]
Z_HE = 2.0


# Closed formulas for the one-exponent orbital family
def exchange_formula(Z, b):
    return 4 * Z**3 * b**5 / ((Z + b)**5 * (Z*Z - Z*b + b*b))


def energy_parts(Z, b):
    D = Z*Z - Z*b + b*b
    kinetic = b*b * (Z*Z - Z*b + 7*b*b) / (6*D)
    inverse_r = b * (Z*Z - 2*Z*b + 3*b*b) / (2*D)
    penetration = b**5 * (5*Z + 3*b) / (2*D*(Z + b)**3)
    return kinetic, inverse_r, penetration


def outer_energy(Z, b):
    kinetic, inverse_r, penetration = energy_parts(Z, b)
    return kinetic - (Z - 1)*inverse_r - penetration


# Direct quadrature from the definitions
def repulsion(f, g):
    def integrand(x, r):
        return r*x*x*(f(r)*g(x) + g(r)*f(x))
    return dblquad(integrand, 0, 50, 0, lambda r: r,
                   epsabs=1e-9, epsrel=1e-9)[0]


def integral(f):
    return quad(f, 0, 50, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


for Z, b in [(2.0, 1.0), (2.0, 0.63), (3.0, 0.9)]:
    def core(r):
        return 2*Z**1.5*math.exp(-Z*r)

    def shape(r):
        return (1 - (Z + b)*r/3)*math.exp(-b*r)

    norm = 1/math.sqrt(integral(lambda r: (r*shape(r))**2))

    def outer(r):
        return norm*shape(r)

    def slope(r):
        return (outer(r + 1e-4) - outer(r - 1e-4))/2e-4

    overlap = integral(lambda r: r*r*core(r)*outer(r))
    K_num = repulsion(lambda r: core(r)*outer(r),
                      lambda r: core(r)*outer(r))
    J_num = repulsion(lambda r: core(r)**2, lambda r: outer(r)**2)
    T_num = 0.5*integral(lambda r: (r*slope(r))**2)
    inv_num = integral(lambda r: r*outer(r)**2)
    kin, inv, pen = energy_parts(Z, b)
    assert abs(overlap) < 1e-8
    assert abs(K_num - exchange_formula(Z, b)) < 1e-7
    assert abs(J_num - (inv - pen)) < 1e-7
    assert abs(T_num - kin) < 1e-6   # finite-difference slope
    assert abs(inv_num - inv) < 1e-7

# Radial grid: Gauss-Legendre elements with cumulative integration
P, R_MAX = 14, 50.0
edges = R_MAX*np.linspace(0, 1, 41)**2
half = np.diff(edges)/2
x, gw = np.polynomial.legendre.leggauss(P)
r = ((edges[:-1] + half)[:, None] + half[:, None]*x).ravel()
w = (half[:, None]*gw).ravel()
V = np.polynomial.legendre.legvander(x, P)
degree = np.arange(P)
to_coeff = (V[:, :P]*gw[:, None]).T*((2*degree + 1)/2)[:, None]
primitive = np.empty((P, P))
primitive[:, 0] = x + 1
for j in range(1, P):
    primitive[:, j] = (V[:, j+1] - V[:, j-1])/(2*j + 1)
cum = primitive @ to_coeff


def cumulative(f):
    pieces = f.reshape(f.shape[:-1] + (len(half), P))
    inside = (pieces @ cum.T)*half[:, None]
    total = (pieces @ gw)*half
    start = np.cumsum(total, axis=-1) - total
    return (start[..., None] + inside).reshape(f.shape), total.sum(-1)


# Orthonormal Laguerre functions u(r) = r R(r) and one-electron matrices
N_RAD, L_MAX, LAM = 14, 3, 1.2


def radial_basis(l):
    u, du = [], []
    for k in range(N_RAD):
        a = 2*l + 2
        log_norm = 0.5*((a + 1)*math.log(2*LAM)
                        + gammaln(k + 1) - gammaln(k + a + 1))
        front = math.exp(log_norm)*r**(l + 1)*np.exp(-LAM*r)
        value = front*eval_genlaguerre(k, a, 2*LAM*r)
        deriv = ((l + 1)/r - LAM)*value
        if k > 0:
            deriv = deriv - 2*LAM*front*eval_genlaguerre(
                k - 1, a + 1, 2*LAM*r)
        u.append(value)
        du.append(deriv)
    return np.array(u), np.array(du)


basis, one_el = [], []
for l in range(L_MAX + 1):
    u, du = radial_basis(l)
    assert np.allclose((u*w) @ u.T, np.eye(N_RAD), atol=1e-9)
    potential = l*(l + 1)/(2*r*r) - Z_HE/r
    basis.append(u)
    one_el.append(0.5*(du*w) @ du.T + (u*w*potential) @ u.T)


def radial_repulsion(l1, l2, k):
    density = basis[l1][:, None, :]*basis[l2][None, :, :]*r**k
    Q, end = cumulative(density)
    Q = Q.reshape(N_RAD**2, -1)
    end = end.ravel()
    M = (Q*((2*k + 1)*w/r**(2*k + 2))) @ Q.T
    M += np.outer(end, end)/R_MAX**(2*k + 1)
    M = M.reshape((N_RAD,)*4).transpose(0, 2, 1, 3)
    return M.reshape(N_RAD**2, N_RAD**2)


# Two-electron Hamiltonian for total orbital angular momentum zero
xa, wa = np.polynomial.legendre.leggauss(12)
size = N_RAD**2
H = np.zeros(((L_MAX + 1)*size,)*2)
eye = np.eye(N_RAD)
for l1 in range(L_MAX + 1):
    for l2 in range(L_MAX + 1):
        block = np.zeros((size, size))
        for k in range(abs(l1 - l2), l1 + l2 + 1, 2):
            triple = np.sum(wa*eval_legendre(l1, xa)
                            * eval_legendre(k, xa)*eval_legendre(l2, xa))
            factor = 0.5*math.sqrt((2*l1 + 1)*(2*l2 + 1))*triple
            block += factor*radial_repulsion(l1, l2, k)
        if l1 == l2:
            block += np.kron(one_el[l1], eye) + np.kron(eye, one_el[l1])
        H[l1*size:(l1+1)*size, l2*size:(l2+1)*size] = block
H = (H + H.T)/2


def ci_levels(lmax):
    dim = (lmax + 1)*size
    energy, vec = np.linalg.eigh(H[:dim, :dim])
    singlet, triplet = [], []
    for i in range(8):
        c = vec[:, i].reshape(lmax + 1, N_RAD, N_RAD)
        swap = np.sum(c*c.transpose(0, 2, 1))
        assert abs(abs(swap) - 1) < 1e-6
        (singlet if swap > 0 else triplet).append(energy[i])
    return singlet[0], singlet[1], triplet[0]


levels = [ci_levels(l) for l in range(L_MAX + 1)]
ci_split = [(s - t)*EV for _, s, t in levels]
assert abs(ci_split[-1] - ci_split[-2]) < 0.01
assert abs(ci_split[-1] - 0.80) < 0.01   # rough measured size, eV

# First-order energies from the two-electron matrix
orb_energy, orb = np.linalg.eigh(one_el[0])
g, W = orb[:, 0], orb[:, 1:]
H_s = H[:size, :size]


def pair_state(v, sign):
    return (np.kron(g, v) + sign*np.kron(v, g))/math.sqrt(2)


def pair_energy(v, sign):
    state = pair_state(v, sign)
    return state @ H_s @ state


E_s1, E_t1 = pair_energy(W[:, 0], 1), pair_energy(W[:, 0], -1)
K_h, J_h = 16*Z_HE/729, 17*Z_HE/81
assert abs(orb_energy[0] + 2) < 1e-7 and abs(orb_energy[1] + 0.5) < 1e-7
assert abs(E_s1 - E_t1 - 2*K_h) < 1e-7
assert abs((E_s1 + E_t1)/2 - (-5*Z_HE**2/8 + J_h)) < 1e-7

# One-exponent screened orbital
best = minimize_scalar(lambda b: outer_energy(Z_HE, b),
                       bounds=(0.4, 1.0), method="bounded",
                       options={"xatol": 1e-10})
beta = best.x
K_one = exchange_formula(Z_HE, beta)

# Free outer orbital, first without and then with the direct repulsion
rep = radial_repulsion(0, 0, 0).reshape((N_RAD,)*4)
J_mat = np.einsum("a,c,abcd->bd", g, g, rep)
K_mat = np.einsum("a,d,abcd->bc", g, g, rep)


def free_orbital(direct):
    e, c = np.linalg.eigh(W.T @ (one_el[0] + direct*J_mat) @ W)
    return e[0], W @ c[:, 0]


def mean_radius(v):
    return np.sum(w*r*(v @ basis[0])**2)


_, bare = free_orbital(0.0)
free_energy, screened = free_orbital(1.0)
K_bare, K_free = bare @ K_mat @ bare, screened @ K_mat @ screened
shape_grid = r*(1 - (Z_HE + beta)*r/3)*np.exp(-beta*r)
r_one = np.sum(w*r*shape_grid**2)/np.sum(w*shape_grid**2)
assert abs(K_bare - K_h) < 1e-7
assert best.fun >= free_energy - 1e-8
assert K_free < 0.5*K_bare
assert mean_radius(screened) > 1.2*mean_radius(bare)

# Separate outer orbitals, then admixture of 1s^2 in the singlet
B_s = np.array([pair_state(v, 1) for v in W.T]).T
B_t = np.array([pair_state(v, -1) for v in W.T]).T
B_mix = np.column_stack([np.kron(g, g), B_s])
E_t = np.linalg.eigvalsh(B_t.T @ H_s @ B_t)[0]
E_s_orth = np.linalg.eigvalsh(B_s.T @ H_s @ B_s)[0]
E_s_mix = np.linalg.eigvalsh(B_mix.T @ H_s @ B_mix)[1]
frozen_split = (E_s_mix - E_t)*EV
first_split = 2*K_h*EV
assert abs(frozen_split - ci_split[-1]) < 0.25*(first_split - ci_split[-1])

beta_fit = brentq(lambda b: 2*exchange_formula(Z_HE, b)*EV - ci_split[-1],
                  0.4, 1.0)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Nuclear charge Z", Z_HE, "e", 0)
show("Hartree energy", EV, "eV", 6)
show("Hydrogenic J", J_h, "hartree", 6)
show("Hydrogenic K", K_h, "hartree", 6)
show("Hydrogenic 2K", 2*K_h, "hartree", 6)
show("Hydrogenic 2K", first_split, "eV")
show("First-order singlet energy", E_s1, "hartree", 6)
show("First-order triplet energy", E_t1, "hartree", 6)
show("Hydrogenic 2s mean radius", mean_radius(bare), "bohr")
show("One-exponent optimum beta", beta, "1/bohr")
for name, value in zip(("kinetic energy", "mean 1/r", "penetration P"),
                       energy_parts(Z_HE, beta)):
    show("One-exponent " + name, value,
         "1/bohr" if name == "mean 1/r" else "hartree", 6)
show("One-exponent outer energy", best.fun, "hartree", 6)
show("Outer energy at beta=1", outer_energy(Z_HE, 1.0), "hartree", 6)
show("One-exponent K", K_one, "hartree", 6)
show("One-exponent 2K", 2*K_one*EV, "eV")
show("One-exponent 2s mean radius", r_one, "bohr")
show("Free orbital, no J: 2K", 2*K_bare*EV, "eV")
show("Free orbital, with J: outer energy", free_energy, "hartree", 6)
show("Free orbital, with J: K", K_free, "hartree", 6)
show("Free orbital, with J: 2K", 2*K_free*EV, "eV")
show("Free orbital, with J: mean radius", mean_radius(screened), "bohr")
show("Frozen-core triplet energy", E_t, "hartree", 6)
show("Singlet energy without 1s^2", E_s_orth, "hartree", 6)
show("Singlet energy with 1s^2", E_s_mix, "hartree", 6)
show("Separate-orbital splitting, no 1s^2", (E_s_orth - E_t)*EV, "eV")
show("Singlet rise from 1s^2 admixture", (E_s_mix - E_s_orth)*EV, "eV")
show("Frozen-core splitting with 1s^2", frozen_split, "eV")
for l, value in enumerate(ci_split):
    show(f"CI splitting, l up to {l}", value, "eV")
show("CI excited singlet energy", levels[-1][1], "hartree", 6)
show("CI triplet energy", levels[-1][2], "hartree", 6)
show("Beta fitted to CI splitting", beta_fit, "1/bohr")
print("checks complete")
```

Running it gives:

```
Nuclear charge Z: 2 e
Hartree energy: 27.211386 eV
Hydrogenic J: 0.419753 hartree
Hydrogenic K: 0.043896 hartree
Hydrogenic 2K: 0.087791 hartree
Hydrogenic 2K: 2.3889 eV
First-order singlet energy: -2.036351 hartree
First-order triplet energy: -2.124143 hartree
Hydrogenic 2s mean radius: 3.0000 bohr
One-exponent optimum beta: 0.6315 1/bohr
One-exponent kinetic energy: 0.117190 hartree
One-exponent mean 1/r: 0.268893 1/bohr
One-exponent penetration P: 0.010454 hartree
One-exponent outer energy: -0.162157 hartree
Outer energy at beta=1: -0.080247 hartree
One-exponent K: 0.008123 hartree
One-exponent 2K: 0.4421 eV
One-exponent 2s mean radius: 4.6133 bohr
Free orbital, no J: 2K: 2.3889 eV
Free orbital, with J: outer energy: -0.162876 hartree
Free orbital, with J: K: 0.009142 hartree
Free orbital, with J: 2K: 0.4976 eV
Free orbital, with J: mean radius: 4.6921 bohr
Frozen-core triplet energy: -2.174246 hartree
Singlet energy without 1s^2: -2.155288 hartree
Singlet energy with 1s^2: -2.143449 hartree
Separate-orbital splitting, no 1s^2: 0.5159 eV
Singlet rise from 1s^2 admixture: 0.3221 eV
Frozen-core splitting with 1s^2: 0.8380 eV
CI splitting, l up to 0: 0.8183 eV
CI splitting, l up to 1: 0.8004 eV
CI splitting, l up to 2: 0.7978 eV
CI splitting, l up to 3: 0.7973 eV
CI excited singlet energy: -2.145928 hartree
CI triplet energy: -2.175227 hartree
Beta fitted to CI splitting: 0.7355 1/bohr
checks complete
```
